# How Large Is an Avalanche of Forty Ionization Generations?: a numerical check

```python
"""Forty perfect ionization doublings give 2**40, about 1.1e12 electrons.

The program tests this count, its dependence on the spacing of ionizations,
the energy limit on generations, and the size of neglected effects.
Lengths are in nm, potentials in V, energies in eV, fields in V/nm.
One V/nm equals 10 MV/cm. theta is the electron temperature in eV.
Holes are immobile in the cascade; the applied field is uniform.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf

rng = np.random.default_rng(7)
generations = 40
ideal_population = 2**generations

# Mean population from the renewal equation; distance unit: mean spacing.
step = 0.01


def renewal_population(cdf, distance):
    count = int(round(distance / step))
    cumulative = cdf((np.arange(count + 1) + 0.5) * step)
    prob = np.diff(np.concatenate(([0.0], cumulative)))
    population = np.zeros(count + 1)
    for i in range(count + 1):
        later = np.dot(prob[1:i + 1], population[:i][::-1])
        population[i] = (1 - cumulative[i] + 2 * later) / (1 - 2 * prob[0])
    return population


fixed = renewal_population(lambda u: (u >= 1).astype(float), 40.5)[-1]
assert abs(fixed / ideal_population - 1) < 1e-10


def dead_space_growth(dead):
    rate = 1 / (1 - dead)
    growth = brentq(lambda g: 2 * math.exp(-g * dead) * rate
                    / (rate + g) - 1, 0.1, 2)
    prefactor = 1 / (2 * growth * (dead + 1 / (rate + growth)))
    return growth, prefactor * math.exp(growth * generations)


random_results = {}
for dead in (0.0, 0.5):
    rate = 1 / (1 - dead)
    values = renewal_population(
        lambda u: np.where(u > dead, 1 - np.exp(-rate * (u - dead)), 0), 40)
    # A grid value includes events up to half a cell beyond its position.
    numerical = math.sqrt(values[-1] * values[-2])
    growth, predicted = dead_space_growth(dead)
    assert abs(numerical / predicted - 1) < 0.01
    assert growth > math.log(2)
    random_results[dead] = (growth, numerical)

# Incomplete doubling, sampled electron by electron through binomial draws.
ionize_probability = 0.9
sample = np.ones(20000, dtype=np.int64)
for _ in range(12):
    sample += rng.binomial(sample, ionize_probability)
assert abs(sample.mean() / (1 + ionize_probability)**12 - 1) < 0.01
incomplete_population = (1 + ionize_probability)**generations

# Total path length of all electrons in an explicit cascade.
births = [0]
for position in range(1, 13):
    births += [position] * len(births)
assert sum(12 - birth for birth in births) == 2**12 - 1

# Rough values for porous SiCOH and for a thick insulating crystal.
gap = 8.0
theta = 1.0
atom_density = 50.0
disrupt_energy = 10.0
film_thickness, film_field, film_kappa = 30.0, 0.6, 2.5
thick_thickness, thick_field, thick_kappa = 1e7, 0.1, 5.0
use_voltage = 1.0
barrier, mass_ratio, temperature = 3.0, 0.5, 378.0
film_voltage = film_thickness * film_field
energy_limit = math.floor(film_voltage / gap)


def deepest_generation(voltage):
    """Follow a loss-free cascade with random sharing of excess energy."""
    stack, deepest = [(voltage, 0.0, 0)], 0
    while stack:
        remaining, kinetic, generation = stack.pop()
        deepest = max(deepest, generation)
        gain = max(gap - kinetic, 0) + rng.exponential(0.3)
        if gain <= remaining:
            excess = kinetic + gain - gap
            shares = rng.dirichlet((1, 1, 1))
            for share in shares[:2]:
                stack.append((remaining - gain, excess * share,
                              generation + 1))
    return deepest


for voltage in (film_voltage, 50.0):
    depths = [deepest_generation(voltage) for _ in range(300)]
    assert max(depths) == math.floor(voltage / gap)
assert deepest_generation(use_voltage) == 0

# Drift and transverse diffusion with Maxwellian velocity after collision.
walkers = 40000
x, y, z = np.zeros((3, walkers))
for _ in range(100):
    free_time = rng.exponential(size=walkers)
    velocity = rng.normal(size=(3, walkers))
    x += velocity[0] * free_time
    y += velocity[1] * free_time
    z += velocity[2] * free_time + 0.5 * free_time**2
assert abs(np.mean(x*x + y*y) / (4 * np.mean(z)) - 1) < 0.03


def column_radius(thickness, field):
    return math.sqrt(4 * theta * thickness / field)


def disruption_requirement(thickness, field):
    area = math.pi * column_radius(thickness, field)**2
    full_drop_number = area * atom_density * disrupt_energy / field
    needed = brentq(lambda n: 2**n - 1 - n * full_drop_number, 1, 100)
    # Direct path sums at neighbouring integers must bracket the energy.
    required = area * thickness * atom_density * disrupt_energy
    works = []
    for n in (math.floor(needed), math.ceil(needed)):
        paths = n + sum(2**(k - 1) * (n - k) for k in range(1, n + 1))
        works.append(field * thickness / n * paths)
    assert works[0] < required < works[1]
    return full_drop_number, needed


film_number, film_needed = disruption_requirement(film_thickness, film_field)
thick_number, thick_needed = disruption_requirement(
    thick_thickness, thick_field)
minimum_thickness = generations * gap / film_field

# Field of Gaussian electron and hole clouds, without electrode images.
coulomb = const.e / (4 * math.pi * const.epsilon_0) * 1e9


def enclosed_fraction(scaled_radius):
    return (erf(scaled_radius / math.sqrt(2)) - math.sqrt(2 / math.pi)
            * scaled_radius * np.exp(-scaled_radius**2 / 2))


charge_integral = quad(lambda s: 4 * math.pi * s*s
                       * math.exp(-s*s / 2) / (2 * math.pi)**1.5, 0, 1.3)[0]
assert abs(charge_integral - enclosed_fraction(1.3)) < 1e-10


def peak_self_field(n, spacing, field, kappa):
    head = (n + 1) * spacing
    width = math.sqrt(2 * theta * head / field)
    grid = np.linspace(head - 6 * width, head + 6 * width, 2000)
    total = np.zeros_like(grid)
    clouds = [(head, -2.0**n)]
    clouds += [(k * spacing, 2.0**(k - 1)) for k in range(1, n + 1)]
    for centre, charge in clouds:
        sigma = math.sqrt(2 * theta * centre / field)
        offset = grid - centre
        radius = np.maximum(abs(offset), 1e-4 * sigma)
        total += (np.sign(offset) * charge * coulomb / kappa
                  * enclosed_fraction(radius / sigma) / radius**2)
    return np.max(abs(total))


def space_charge_generation(spacing, field, kappa):
    for n in range(1, 61):
        if peak_self_field(n, spacing, field, kappa) >= field:
            return n
    raise RuntimeError("space-charge limit not found")


film_charge_limit = space_charge_generation(
    gap / film_field, film_field, film_kappa)
thick_charge_limit = space_charge_generation(
    thick_thickness / generations, thick_field, thick_kappa)
assert film_charge_limit < generations
assert thick_charge_limit < generations

# Tunnelling current from WKB transmission and the metal's electron supply.
depth_step = 0.001
depth = np.arange(-1.5, 3.0, depth_step)
angle = (np.arange(200) + 0.5) * math.pi / 200
decay = 2 * math.sqrt(2 * mass_ratio * const.m_e * const.e) / const.hbar * 1e-9
supply_factor = const.e * const.m_e * const.e**2 / (
    2 * math.pi**2 * const.hbar**3) / 1e4


def tunnel_current(temp, with_image):
    image = coulomb / (4 * film_kappa) if with_image else 0.0
    height = barrier + depth
    root = np.sqrt(height**2 - 4 * image * film_field)
    middle = height / (2 * film_field)
    half = root / (2 * film_field)
    place = middle[:, None] - half[:, None] * np.cos(angle)
    potential = height[:, None] - film_field * place - image / place
    action = np.sum(np.sqrt(np.maximum(potential, 0)) * half[:, None]
                    * np.sin(angle), axis=1) * math.pi / len(angle)
    transmission = np.exp(-decay * action)
    if temp == 0:
        supply = np.maximum(depth, 0)
    else:
        thermal = const.k * temp / const.e
        supply = thermal * np.logaddexp(0, depth / thermal)
    return supply_factor * np.sum(supply * transmission) * depth_step


cold_current = tunnel_current(0, False)
field_si = film_field * 1e9
exponent = 2 * decay * barrier**1.5 / (3 * film_field)
closed_current = (const.e**3 * field_si**2 / (
    8 * math.pi * const.h * barrier * const.e * mass_ratio)
    * math.exp(-exponent) / 1e4)
assert abs(cold_current / closed_current - 1) < 0.05
hot_current = tunnel_current(temperature, True)
film_radius = column_radius(film_thickness, film_field)
seed_rate = hot_current * math.pi * (film_radius * 1e-7)**2 / const.e
injected_limit = math.floor((film_voltage - barrier) / gap)
hole_drop = energy_limit * gap


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Generations in the criterion", generations)
show("Population after perfect doubling", f"{ideal_population:.4e}")
show("New electrons", f"{ideal_population - 1:d}")
show("Doublings for 1e12 electrons", f"{math.log2(1e12):.2f}")
show("Incomplete-doubling probability", ionize_probability)
show("Population with that probability", f"{incomplete_population:.3e}")
show("Ratio to perfect doubling",
     f"{incomplete_population / ideal_population:.3f}")
show("Growth rate, equal spacing", f"{math.log(2):.4f}", "per mean spacing")
for dead, result in random_results.items():
    show(f"Growth rate, dead-space fraction {dead}",
         f"{result[0]:.4f}", "per mean spacing")
    show(f"Population at 40 mean spacings, fraction {dead}",
         f"{result[1]:.3e}")
show("Memoryless mean spacings for 1e12", f"{math.log(1e12):.2f}")
show("Film spacing", film_thickness, "nm")
show("Film test field", f"{10 * film_field:.1f}", "MV/cm")
show("Film test voltage", f"{film_voltage:.1f}", "V")
show("Film use voltage", use_voltage, "V")
show("Film use field", f"{10 * use_voltage / film_thickness:.2f}", "MV/cm")
show("Gap", gap, "eV")
show("Electron temperature", theta, "eV")
show("Atomic density", f"{atom_density * 1e21:.1e}", "cm^-3")
show("Disruption energy per atom", disrupt_energy, "eV")
show("Generations energy allows at test voltage", energy_limit)
show("Generations allowed after tunnelling injection", injected_limit)
show("Generations allowed at use voltage", math.floor(use_voltage / gap))
show("Film column radius", f"{film_radius:.2f}", "nm")
show("Film electrons, full-drop credit", f"{film_number:.3e}")
show("Film generations to disrupt column", f"{film_needed:.2f}")
show("Voltage for forty generations, minimum", generations * gap, "V")
show("Thickness for forty generations, minimum",
     f"{minimum_thickness:.1f}", "nm")
show("Thick insulator thickness", thick_thickness * 1e-7, "cm")
show("Thick insulator field", 10 * thick_field, "MV/cm")
show("Thick column radius",
     f"{column_radius(thick_thickness, thick_field) / 1000:.2f}", "um")
show("Thick electrons, full-drop credit", f"{thick_number:.3e}")
show("Thick generations, full-drop credit", f"{math.log2(thick_number):.2f}")
show("Thick generations, path accounting", f"{thick_needed:.2f}")
show("Thick voltage drop per generation, forty generations",
     f"{thick_thickness * thick_field / generations:.0f}", "V")
show("Relative permittivity, film", film_kappa)
show("Relative permittivity, thick insulator", thick_kappa)
show("Space charge reaches field, minimum-thickness film",
     film_charge_limit, "generations")
show("Space charge reaches field, thick insulator",
     thick_charge_limit, "generations")
show("Tunnelling barrier", barrier, "eV")
show("Tunnelling mass / free-electron mass", mass_ratio)
show("Tunnelling temperature", temperature, "K")
show("Current at 0 K without image force", f"{cold_current:.2e}", "A/cm2")
show("Current with heat and image force", f"{hot_current:.2e}", "A/cm2")
show("Seed rate through film column", f"{seed_rate:.2e}", "s^-1")
show("Largest returning-hole drop at test voltage", f"{film_voltage:.1f}", "V")
show("Returning-hole drop from earliest last ionization", hole_drop, "V")
print("PASS")
```

It prints:

```
Generations in the criterion: 40
Population after perfect doubling: 1.0995e+12
New electrons: 1099511627775
Doublings for 1e12 electrons: 39.86
Incomplete-doubling probability: 0.9
Population with that probability: 1.413e+11
Ratio to perfect doubling: 0.129
Growth rate, equal spacing: 0.6931 per mean spacing
Growth rate, dead-space fraction 0.0: 1.0000 per mean spacing
Population at 40 mean spacings, fraction 0.0: 2.356e+17
Growth rate, dead-space fraction 0.5: 0.7496 per mean spacing
Population at 40 mean spacings, fraction 0.5: 8.140e+12
Memoryless mean spacings for 1e12: 27.63
Film spacing: 30.0 nm
Film test field: 6.0 MV/cm
Film test voltage: 18.0 V
Film use voltage: 1.0 V
Film use field: 0.33 MV/cm
Gap: 8.0 eV
Electron temperature: 1.0 eV
Atomic density: 5.0e+22 cm^-3
Disruption energy per atom: 10.0 eV
Generations energy allows at test voltage: 2
Generations allowed after tunnelling injection: 1
Generations allowed at use voltage: 0
Film column radius: 14.14 nm
Film electrons, full-drop credit: 5.236e+05
Film generations to disrupt column: 23.56
Voltage for forty generations, minimum: 320.0 V
Thickness for forty generations, minimum: 533.3 nm
Thick insulator thickness: 1.0 cm
Thick insulator field: 1.0 MV/cm
Thick column radius: 20.00 um
Thick electrons, full-drop credit: 6.283e+12
Thick generations, full-drop credit: 42.51
Thick generations, path accounting: 48.10
Thick voltage drop per generation, forty generations: 25000 V
Relative permittivity, film: 2.5
Relative permittivity, thick insulator: 5.0
Space charge reaches field, minimum-thickness film: 12 generations
Space charge reaches field, thick insulator: 28 generations
Tunnelling barrier: 3.0 eV
Tunnelling mass / free-electron mass: 0.5
Tunnelling temperature: 378.0 K
Current at 0 K without image force: 2.46e-11 A/cm2
Current with heat and image force: 7.93e-10 A/cm2
Seed rate through film column: 3.11e-02 s^-1
Largest returning-hole drop at test voltage: 18.0 V
Returning-hole drop from earliest last ionization: 16.0 V
PASS
```
